# Exact Harmonic Ring-Polymer Sampling with BCOCB and the Failure of OBABO

For a harmonic potential of frequency \(\Omega\), the BCOCB splitting of thermostatted ring-polymer dynamics samples the exact \(P\)-bead position distribution for every \(P\) and every time step \(h<2/\Omega\). The OBABO splitting with the exact free-ring step does not. Until the fastest ring mode reaches its first resonance with the time step, OBABO gives a primitive kinetic energy that is too low by an amount that increases strictly with \(P\), and a centroid-virial kinetic energy that is too high. Beyond the resonance neither the sign of these errors nor their growth with \(P\) is guaranteed, and for some \(P\) OBABO has no stationary distribution. "Exact" refers here to the ring polymer at the given \(P\); the quantum result still requires \(P\to\infty\).

## Modes and elementary steps

A particle of mass \(m\) at inverse temperature \(\beta\) is represented by \(P\) beads with the distribution \(e^{-\beta H_P/P}\), where

\[
H_P=\sum_{i=1}^{P}\Big[\tfrac{m}{2}v_i^2+\tfrac{m\omega_P^2}{2}(x_i-x_{i+1})^2+\tfrac{m\Lambda}{2}x_i^2\Big],\quad \omega_P=\frac{P}{\beta\hbar},\quad \Lambda=\Omega^2>0, \tag{1}
\]

and \(x_{P+1}=x_1\). An orthogonal transformation to ring modes \(q_j\), \(j=0,\dots,P-1\), diagonalizes the springs with frequencies \(\omega_j=2\omega_P\sin(j\pi/P)\) and leaves the external term diagonal. The target is therefore

\[
\langle v_j^2\rangle=T,\qquad \langle q_j^2\rangle=\frac{T}{\omega_j^2+\Lambda},\qquad T\equiv\frac{P}{\beta m}. \tag{2}
\]

All steps below act on each mode separately, so the index \(j\) is dropped where possible. On the column \((q,v)\) the half kick B by the external force is

\[
K=\begin{pmatrix}1&0\\-h\Lambda/2&1\end{pmatrix}. \tag{3}
\]

The free ring obeys \(\dot q=v,\ \dot v=-\omega^2q\), with generator \(A=\begin{pmatrix}0&1\\-\omega^2&0\end{pmatrix}\) and \(A^2=-\omega^2 I\). Its exact step \(e^{hA}\) is the rotation

\[
R_\theta=\cos\theta\, I+\frac{\sin\theta}{\omega}A=\begin{pmatrix}\cos\theta&\sin\theta/\omega\\-\omega\sin\theta&\cos\theta\end{pmatrix} \tag{4}
\]

with \(\theta=\omega h\). The Cayley step replaces the exponential by a rational function. With \(\tau=\omega h/2\), the identity \((I-hA/2)(I+hA/2)=(1+\tau^2)I\) gives

\[
\Big(I-\tfrac h2A\Big)^{-1}\Big(I+\tfrac h2A\Big)=\frac{(I+hA/2)^2}{1+\tau^2}=\frac{(1-\tau^2)I+hA}{1+\tau^2}. \tag{5}
\]

Comparison with (4) gives \(\cos\theta=(1-\tau^2)/(1+\tau^2)\) and \(\sin\theta=2\tau/(1+\tau^2)\). This is again a rotation, with

\[
\tan(\theta/2)=\omega h/2 . \tag{6}
\]

Its angle stays below \(\pi\) for every \(\omega\). Its square root, the step C, is \(R_{\theta/2}\). For \(\omega=0\) the limits of these matrices apply.

The thermostat O maps \(v\) to \(e^{-\gamma h}v+\sqrt{T(1-e^{-2\gamma h})}\,\xi\), with \(\xi\) a standard normal number and \(\gamma>0\), which may differ between modes. BCOCB applies \(K\), \(R_{\theta/2}\), O, \(R_{\theta/2}\), \(K\). OBABO applies a thermostat of duration \(h/2\), then \(K\), \(R_\theta\), \(K\), then the thermostat for \(h/2\) again. Adjacent half thermostats of successive steps combine into one of duration \(h\).

## The stationary law

In both schemes a deterministic map \(M\) acts between thermostats, and it is a palindrome of rotations and kicks. Let \(F=\mathrm{diag}(1,-1)\) reverse the velocity. Every factor \(X\) satisfies \(FXF=X^{-1}\). Hence \(FMF\) is the product of the inverse factors in the original order, which for a palindrome is also the reversed order, so \(FMF=M^{-1}\). Since \(\det M=1\), this reads

\[
\begin{pmatrix}M_{11}&-M_{12}\\-M_{21}&M_{22}\end{pmatrix}=\begin{pmatrix}M_{22}&-M_{12}\\-M_{21}&M_{11}\end{pmatrix}, \tag{7}
\]

so \(M_{11}=M_{22}\equiv c\), and the determinant gives \(1-c^2=-M_{12}M_{21}\).

The thermostat preserves a covariance \(\mathrm{diag}(a,T)\) for any \(a\). The map \(M\) preserves it if \(c^2a+M_{12}^2T=a\), that is, \((1-c^2)a=M_{12}^2T\), or

\[
\frac aT=-\frac{M_{12}}{M_{21}}. \tag{8}
\]

The other two entries then agree: the correlation is \(c(M_{21}a+M_{12}T)=0\), and the velocity variance is \(M_{21}^2a+c^2T=(1-c^2)T+c^2T=T\).

This law is the only one when \(|c|<1\). With \(e=e^{-\gamma h}\), the damped map \(M\,\mathrm{diag}(1,e)\) has determinant \(e<1\) and trace \(c(1+e)\). A real \(2\times2\) matrix has both eigenvalues inside the unit circle if and only if \(|\det|<1\) and \(|\mathrm{trace}|<1+\det\), which here means \(|c|<1\). The memory of the initial state then decays, and the accumulated Gaussian noise has the covariance just found. If \(|c|>1\), one direction grows. The noise reaches it unless \(M_{12}=0\), which would force \(c^2=1\), so no stationary law exists. A mode is therefore stable when \(M_{12}M_{21}<0\), which makes (8) positive.

## Thermostat in the middle

Let the free half-step have angle \(\varphi\), not yet specified, and write \(C=\cos\varphi\), \(S=\sin\varphi\), \(t=\tan\varphi\). Between thermostats two half kicks meet, so \(M=R_\varphi K^2R_\varphi\). Splitting \(K^2\) into the identity and its lower-left entry \(-h\Lambda\) gives

\[
M=R_{2\varphi}-h\Lambda\begin{pmatrix}S/\omega\\C\end{pmatrix}\begin{pmatrix}C&S/\omega\end{pmatrix}. \tag{9}
\]

Thus \(M_{12}=2SC/\omega-h\Lambda S^2/\omega^2\) and \(M_{21}=-2\omega SC-h\Lambda C^2\). Division of both by \(C^2\) turns (8) into

\[
\frac aT=\frac{2t/\omega-h\Lambda t^2/\omega^2}{2\omega t+h\Lambda}. \tag{10}
\]

This is the variance at the thermostat. The remaining half rotation changes it, and the last kick leaves positions alone. At the end of the step, with \(s\equiv\langle q^2\rangle/T\) and \(C^2=1/(1+t^2)\),

\[
s=C^2\Big(\frac aT+\frac{t^2}{\omega^2}\Big)
=\frac{1}{1+t^2}\,\frac{2t/\omega-h\Lambda t^2/\omega^2+2t^3/\omega+h\Lambda t^2/\omega^2}{2\omega t+h\Lambda}
=\frac{2t/\omega}{2\omega t+h\Lambda}. \tag{11}
\]

The terms in \(h\Lambda t^2\) cancel and the factor \(1+t^2\) divides out. The inverse is

\[
\frac1s=\omega^2+\Lambda\,\frac{\omega h/2}{\tan\varphi}. \tag{12}
\]

This equals the target \(\omega^2+\Lambda\) if and only if \(\tan\varphi=\omega h/2\), which by (6) is the Cayley half-angle. For \(\omega=0\), \(t/\omega\to h/2\) and (11) gives \(1/s=\Lambda\), also exact. With the exact free step, \(\varphi=\omega h/2\), the scheme is BAOAB, and (12) differs from the target for general \(\omega>0\).

For BCOCB, \(t=\omega h/2\) reduces (10) to

\[
\frac aT=\frac{1-h^2\Lambda/4}{\omega^2+\Lambda}. \tag{13}
\]

Since \(M_{21}<0\), the mode is stable exactly when this is positive, that is, when \(h\Omega<2\). The ring frequency has dropped out, so adding beads does not shorten the permitted step. It does slow the relaxation of the stiffest modes: by (9), \(1+c=(2-h^2\Lambda/2)/(1+\tau^2)\), which tends to zero as \(\omega\to\infty\), and at \(c=-1\) the damped map has the eigenvalue \(-1\) whatever the friction. As the modes are independent Gaussians with the variances (2), the joint position distribution is exact.

The momenta are not exact at the end of the step. The position–velocity correlation there is \(SC(T/\omega-\omega a)-(h\Lambda/2)sT\). By (13), \(T/\omega-\omega a=(T\Lambda/\omega)(1+\tau^2)/(\omega^2+\Lambda)\), while \(SC=\tau/(1+\tau^2)\). The first term is thus \(T\Lambda h/[2(\omega^2+\Lambda)]\), which the second cancels. Unit-determinant maps conserve the determinant of the covariance, so

\[
\langle v^2\rangle_{\rm end}=\frac{aT}{sT}=T\,(1-h^2\Lambda/4). \tag{14}
\]

In several dimensions the same result holds for each eigenvalue \(\Lambda\) of the mass-weighted Hessian, with friction diagonal in the same modes; the largest eigenvalue sets the step limit. For an anharmonic force the derivation does not apply.

## Thermostat at the ends

For OBABO \(M=KR_\theta K\), and multiplication gives

\[
M_{12}=\frac{\sin\theta}{\omega},\qquad M_{21}=-\omega\sin\theta-h\Lambda\cos\theta+\frac{h^2\Lambda^2}{4}\frac{\sin\theta}{\omega}. \tag{15}
\]

The step ends at a thermostat, so (8) is already the final variance:

\[
\frac1s=\omega^2+h\Lambda\omega\cot\theta-\frac{h^2\Lambda^2}{4}. \tag{16}
\]

With the exact step and \(x=\omega h\), this is \(\omega^2+\Lambda_e\), where \(\Lambda_e=\Lambda x\cot x-h^2\Lambda^2/4\) is an effective external stiffness. Just below \(x=k\pi\), \(k=1,2,\dots\), the cotangent tends to \(-\infty\), so \(1/s\) becomes negative and the mode is unstable. To find the width of this window, put \(\tan\delta=h\Lambda/(2\omega)\). Then \(c=\cos x-\tan\delta\sin x=\cos(x+\delta)/\cos\delta\), and \(|c|>1\) for \(k\pi-2\delta<x<k\pi\). For \(\omega\gg h\Lambda\) the width is about \(h\Lambda/\omega\).

The full Cayley step (5) in the same arrangement gives the scheme called OBCBO, where C denotes that full step and not its square root. It has \(\cot\theta=(1-\tau^2)/(2\tau)\), and (16) becomes

\[
\frac1s=\omega^2+\Lambda\Big(1-\frac{\omega^2h^2}{4}\Big)-\frac{h^2\Lambda^2}{4}=(\omega^2+\Lambda)\Big(1-\frac{h^2\Lambda}{4}\Big). \tag{17}
\]

The resonances are gone, but every variance is too large by the same factor. Of the four combinations of exact or Cayley step with central or end thermostat, only BCOCB is exact.

## Kinetic energy and the number of beads

The primitive estimator is \(K_{\rm prim}=P/(2\beta)-(m\omega_P^2/2P)\sum_i\langle(x_i-x_{i+1})^2\rangle\). The centroid-virial one is \(K_{\rm vir}=1/(2\beta)+(m\Lambda/2P)\sum_i\langle(x_i-\bar x)x_i\rangle\), with \(\bar x\) the bead average. In modes, with \(\langle q_j^2\rangle=s_jP/(\beta m)\),

\[
K_{\rm prim}=\frac1{2\beta}\sum_j(1-\omega_j^2s_j),\qquad K_{\rm vir}=\frac1{2\beta}\Big(1+\Lambda\sum_{j\ne0}s_j\Big). \tag{18}
\]

For exact variances both equal \(K_P=(1/2\beta)\sum_j\Lambda/(\omega_j^2+\Lambda)\). For OBABO the primitive deficit is \(K_P-K_{\rm prim}=(1/2\beta)\sum_jD(\omega_j)\), with

\[
D=\omega^2\Big(s-\frac1{\omega^2+\Lambda}\Big)=\frac{\omega^2(\Lambda-\Lambda_e)}{(\omega^2+\Lambda)(\omega^2+\Lambda_e)}. \tag{19}
\]

Assume \(h\Omega<2\). As \(x\) rises from 0 to \(\pi\), \(1/s\) starts at the positive value \(\Lambda(1-h^2\Lambda/4)\) and tends to \(-\infty\), so it has a first zero \(x_*<\pi\). Let all \(\omega_jh<x_*\). The expansion \(x\cot x=1-2\sum_{k\ge1}x^2/(k^2\pi^2-x^2)\) gives \(x\cot x\le1-x^2/3\), hence \(\Lambda-\Lambda_e\ge\Lambda\omega^2h^2/3\). Because \(0<\omega^2+\Lambda_e<\omega^2+\Lambda\),

\[
K_P-K_{\rm prim}\ \ge\ \frac{h^2\Lambda}{6\beta}\sum_j\Big(\frac{\omega_j^2}{\omega_j^2+\Lambda}\Big)^2. \tag{20}
\]

The deficit itself, and not merely its bound, increases with \(P\). To see this, set \(\lambda=h^2\Lambda\), \(r=\Lambda/\omega^2=\lambda/x^2\) and \(\rho=\Lambda_e/\omega^2\), so that \(D=1/(1+\rho)-1/(1+r)\). With \(G=(1-x\cot x)/x^2=2\sum_k1/(k^2\pi^2-x^2)\), which is at least \(1/3\) and increases with \(x\), one has \(\rho=r-\lambda G-\lambda^2/(4x^2)\). Differentiation gives

\[
D'=\frac{1}{(1+\rho)^2}\left[\frac{2\lambda}{x^3}\Big(1-\frac\lambda4\Big)+\lambda G'-\frac{2\lambda}{x^3}\Big(\frac{1+\rho}{1+r}\Big)^2\right]. \tag{21}
\]

The ratio in the last term is \(1-(\lambda G+\lambda r/4)/(1+r)\), which lies between 0 and \(1-\lambda/4\) because \(G>1/4\). Its square is smaller than \(1-\lambda/4\), so \(D'>0\). When \(P\) becomes \(P+1\), each frequency with \(1\le j\le P/2\) rises, since \(P\sin(j\pi/P)\) increases with \(P\). The mirror modes \(P-j\) rise with them, and one further mode with \(D>0\) appears. The total deficit therefore increases strictly.

At order \(h^2\), (19) becomes

\[
D\simeq h^2\Lambda\,\frac{\omega^2(\omega^2/3+\Lambda/4)}{(\omega^2+\Lambda)^2}\ \longrightarrow\ \frac{h^2\Lambda}{3}\qquad(\omega\gg\Omega). \tag{22}
\]

Each stiff mode contributes the same amount, so for \(P\gg\beta\hbar\Omega\) with all \(\omega_jh\ll1\) the deficit is about \(Ph^2\Lambda/(6\beta)\). The stiff modes have small relative variance errors, but the primitive estimator multiplies each variance by \(\omega_j^2\). The corresponding limits of \(D/(h^2\Lambda)\) are \(1/12\) for BAOAB, from (12), and \(1/4\) for OBCBO, from (17).

The virial estimator lacks the factor \(\omega_j^2\). Its excess is \((\Lambda/2\beta)\sum_{j\ne0}D/\omega_j^2\), and by (22) each \(D/\omega_j^2\) is at most \(h^2\Lambda/(3\omega_j^2)\) at this order. Since \(\omega_j\ge4j/(\beta\hbar)\) for \(j\le P/2\), the sum of \(1/\omega_j^2\) is at most \(\pi^2(\beta\hbar)^2/48\). The order-\(h^2\) virial error is thus bounded for all \(P\). This concerns the leading coefficient only. At fixed \(h\), \(s\) diverges where \(1/s\) vanishes at the lower edge of a window, and the virial error diverges with it. In the case below the virial excess is 0.55 meV at \(P=128\) but 6.3 meV at the stable value \(P=213\).

## A numerical case

Take a model oscillator of 2000 cm\(^{-1}\) at 300 K with \(h=0.5\) fs. Then \(\beta\hbar\Omega=9.592\), \(h\Omega=0.1884\), \(1/\beta=25.85\) meV, and the quantum kinetic energy is 62.00 meV. Kinetic energies in meV, computed from stationary bead covariances without sampling noise, are:

| \(P\) | BCOCB | OBABO primitive | OBABO virial |
|---|---|---|---|
| 8 | 53.18 | 52.64 | 53.60 |
| 16 | 59.39 | 57.68 | 59.89 |
| 32 | 61.32 | 56.91 | 61.85 |
| 64 | 61.83 | 48.55 | 62.39 |
| 76 | 61.88 | 34.12 | 62.49 |
| 128 | 61.96 | 49.11 | 62.51 |

Both BCOCB estimators agree with \(K_P\) to the digits shown, so the distance of that column from 62.00 meV is the finite-\(P\) error alone. At \(P=64\) the OBABO primitive value is 13.28 meV below \(K_P\), or 21 percent of it. The bound (20) gives 8.69 meV, and the leading estimate is \(64\times0.03548\times25.85/6=9.8\) meV. The estimate falls short because the fastest modes are not in the small-step regime. The highest has \(\omega/\Omega=2\times64/9.592=13.34\) and \(x=2.514\), where \(x\cot x=-3.463\). By (16),

\[
(\omega^2+\Lambda)s=\frac{178.08+1}{178.08-3.463-0.009}=1.0256 , \tag{23}
\]

with frequencies in units of \(\Omega\). This variance error of 2.6 percent costs \(0.0256\times(178.08/179.08)\times25.85/2=0.33\) meV in one mode, against 0.15 meV from (22). At the same \(P\), BAOAB gives 59.51 meV and OBCBO 54.98 meV.

The top mode reaches \(x=\pi\) near \(P=\pi\beta\hbar/(2h)=80\). The deficit increases up to \(P=79\), and \(P=80\) is the first unstable case. There the top mode lies just above \(\pi\), at 3.1421, but the next two pairs lie at \(3.1421\cos(\pi/80)=3.1397\) and \(3.1421\cos(2\pi/80)=3.1324\), inside the window that begins near \(\pi-h^2\Lambda/\pi=3.130\). From \(P=2\) to 512, 84 of 511 values are unstable. Among the stable values above 80, the primitive result ranges from \(-3070\) meV at \(P=274\) to 93 meV at \(P=484\), so its error there even changes sign. The count and the extremes depend on how closely individual modes fall to window edges, and they hold for unrounded constants only: a step larger by 0.01 percent gives 91 unstable values and extremes of \(-3563\) meV at \(P=451\) and 110 meV at \(P=256\). BCOCB has no such windows, and its step limit for this oscillator is 5.31 fs at any \(P\).

## Table of computed values

```
wavenumber 2000 cm^-1, temperature 300 K, step 0.5 fs
kT = 25.8520 meV; beta*hbar*Omega = 9.5918; h*Omega = 0.18837
h^2 Omega^2 = 0.03548; BCOCB step limit 2/Omega = 5.309 fs
BCOCB momentum variance factor = 0.99113
quantum kinetic energy (P to infinity) = 62.0006 meV
kinetic energies in meV from bead-space stationary covariances:
P | exact ring | BCOCB prim | BCOCB virial | OBABO prim | OBABO virial
8 | 53.1817 | 53.1817 | 53.1817 | 52.6377 | 53.6017
16 | 59.3911 | 59.3911 | 59.3911 | 57.6829 | 59.8926
32 | 61.3161 | 61.3161 | 61.3161 | 56.9128 | 61.8496
64 | 61.8273 | 61.8273 | 61.8273 | 48.5496 | 62.3934
76 | 61.8775 | 61.8775 | 61.8775 | 34.1234 | 62.4940
128 | 61.9571 | 61.9571 | 61.9571 | 49.1133 | 62.5051
OBABO primitive deficit and its lower bound, meV:
P = 8: deficit 0.5440, bound 0.3633
P = 16: deficit 1.7083, bound 1.4219
P = 32: deficit 4.4033, bound 3.8127
P = 64: deficit 13.2777, bound 8.6898
P = 76: deficit 27.7542, bound 10.5229
primitive kinetic energy at P = 64 and high-mode coefficient:
OBABO exact step: 48.5496 meV, coefficient 0.3329
BAOAB exact step: 59.5050 meV, coefficient 0.0831
OBCBO Cayley step: 54.9768 meV, coefficient 0.2496
BCOCB Cayley step: 61.8273 meV, coefficient 0.0000
highest mode at P = 64: w/Omega = 13.3447, w*h = 2.5137 rad
its x*cot(x) = -3.4627; OBABO variance / exact = 1.02561
order-h^2 error ratio, P = 1024 to 256: primitive 4.065, virial 1.0003
largest P of the monotone range = 79; first unstable P = 80
unstable P values from 2 to 512: 84 of 511
stable P above first unstable: lowest OBABO prim -3070.50 meV at P = 274
stable P above first unstable: highest OBABO prim 92.68 meV at P = 484
root search: tan(half angle) = 0.750000, w*h/2 = 0.750000
```
